# Why cyclization constants of Gaussian siloxane rings fall as n^(-5/2)

## A factor of 5.7

Take a siloxane melt with the round parameters given below, and treat its chains as Gaussian. The equilibrium constant for forming a ring of 10 units is then $5.09\times10^{-3}$ mol/L. For a ring of 20 units it is $8.99\times10^{-4}$ mol/L. Doubling the ring divides the constant by about 5.7, although no bond is strained in either ring and both contain the same kind of bond.

The factor is $2^{5/2}=2^{3/2}\times 2$. The first part comes from the chance that two chain ends meet in space. The second comes from counting the ways in which a ring can be opened. Rings this small need not follow the Gaussian law: in the stiff-chain model treated below the factor is about 4.3.

## System and definitions

The mixture contains linear molecules HO-(SiR$_2$-O)$_y$-H, with $y\ge1$, and rings (SiR$_2$-O)$_n$. Si-O bonds break and re-form, usually with the help of a catalyst, until equilibrium is reached. The cyclization reaction and its constant are

$$\text{chain}(y)\rightleftharpoons\text{chain}(y-n)+\text{ring}(n),\qquad K_n=\frac{[\text{chain}(y-n)]\,[\text{ring}(n)]}{[\text{chain}(y)]},$$

with $y>n$. Brackets denote molar concentrations, so $K_n$ has the unit mol/L.

The assumptions are these.

- The molecules form an ideal mixture, and their conformations are those of chains without long-range excluded volume. This approximation applies to a melt or to a theta solvent.
- All Si-O bonds are equivalent, whatever the length of the molecule.
- Rings carry no strain energy.
- The end-to-end vector of a chain piece of $n$ units has a Gaussian distribution.

Because bonds exchange, a ring can reach every topological state, knotted ones included, so no conformation is excluded on that ground.

## From equilibrium to partition functions

Let $N_s$ be the number of molecules of species $s$ in volume $V$ and $q_s$ the partition function of one such molecule. In an ideal mixture the chemical potential is $\mu_s=k_BT\ln(N_s/q_s)$. Setting $\mu_{\text{chain}(y)}=\mu_{\text{chain}(y-n)}+\mu_{\text{ring}(n)}$ gives

$$\frac{N_{y-n}\,N_{\text{ring}}}{N_y}=\frac{q_{y-n}\,q_{\text{ring}}}{q_y}. \tag{1}$$

Both sides of the reaction contain the same atoms, so the classical momentum integrals cancel. What remains of each $q_s$ is $Z_s/\sigma_s$. Here $Z_s$ is the configurational integral for labelled atoms joined in one specified pattern, and $1/\sigma_s$ corrects for the number of distinct patterns.

## Counting: the factor 1/(2n)

Take $n$ labelled Si atoms and $n$ labelled O atoms. Write a ring as an alternating list that begins with Si. There are $n!\,n!$ lists. The same ring appears $2n$ times among them, since the list may start at any of $n$ Si atoms and run in either direction. The number of distinct rings is therefore $n!\,n!/(2n)$. Dividing by $n!\,n!$, because atoms of one kind are indistinguishable, leaves $1/\sigma_{\text{ring}}=1/(2n)$.

A chain of $y$ units has $y$ Si and $y+1$ O atoms. Its $y!\,(y+1)!$ lists give each chain twice, once from each end, so $\sigma_{\text{chain}}=2$ for every $y$. The two terminal hydrogens can be attached in $2!$ ways, which their own $1/2!$ cancels. In (1) the chain factors cancel and $1/(2n)$ survives.

A full enumeration for 5 Si and 6 O atoms tests this. There are 43200 patterns with a single five-unit chain. There are 10800, 7200 and 5400 patterns with one ring of 2, 3 and 4 units and the remainder as a chain. The ratios are $1/4$, $1/6$ and $1/8$, as $1/(2n)$ requires. A further 1350 patterns hold two two-unit rings. Their share is $1/32=(1/4)^2/2!$, the value for two independent identical rings. The enumeration concerns counting alone; a real two-unit ring would be strongly strained.

## Closure: the density at zero separation

Let each Si-O bond contribute a weight $w$, which includes the side groups, and a normalized distribution $g(\mathbf b)$ of its bond vector. Suppose first that bond directions are independent. A chain of $y$ units has $2y$ Si-O bonds. Integration over the position of one atom gives $V$, and over the bond vectors gives $w^{2y}$. With a constant $e$ for the ends,

$$Z_y=V e\,w^{2y}.$$

A ring has $2n$ bonds, but their vectors must add to zero:

$$Z_{\text{ring}}=V w^{2n}\int\prod_{i=1}^{2n}g(\mathbf b_i)\,d^3b_i\;\delta\Big(\sum_i\mathbf b_i\Big)=V w^{2n}P_n(0).$$

The integral is by definition the probability density $P_n(\mathbf r)$ of the end-to-end vector of an open piece of $2n$ bonds, taken at $\mathbf r=0$. Hence

$$\frac{Z_{y-n}Z_{\text{ring}}}{Z_y}=\frac{V e\,w^{2y-2n}\;V w^{2n}P_n(0)}{V e\,w^{2y}}=V P_n(0).$$

The bond weights cancel because $2(y-n)+2n=2y$: no bond is lost. This is why no bond energy appears in $K_n$. Temperature enters through the chain dimensions.

Equation (1) now reads $N_{y-n}N_{\text{ring}}/N_y=VP_n(0)/(2n)$. A molar concentration is $N_s/(N_AV)$, and the quotient defining $K_n$ contains one net factor of concentration, so

$$K_n=\frac{P_n(0)}{2n\,N_A}. \tag{2}$$

## The Gaussian density and the exponent

In an isotropic Gaussian distribution each Cartesian component has variance $\langle r_n^2\rangle/3$. The density at the origin is the product of three one-dimensional densities $[2\pi\langle r_n^2\rangle/3]^{-1/2}$:

$$P_n(0)=\left(\frac{3}{2\pi\langle r_n^2\rangle}\right)^{3/2}.$$

For a piece of $N=2n$ bonds of length $l$, write $\langle r_n^2\rangle=2nCl^2$. The characteristic ratio $C$ accounts for correlations between neighbouring bonds. If the mean cosine between successive bonds is $c$ and correlations pass from bond to bond, then $\langle\mathbf b_i\cdot\mathbf b_j\rangle=l^2c^{|i-j|}$ and

$$\frac{\langle r^2\rangle}{Nl^2}=1+2\sum_{m=1}^{N-1}\Big(1-\frac mN\Big)c^m\;\longrightarrow\;1+\frac{2c}{1-c}=\frac{1+c}{1-c}=C$$

for large $N$. Insertion in (2) gives

$$K_n=\frac{1}{2nN_A}\left(\frac{3}{4\pi nCl^2}\right)^{3/2}=A\,n^{-5/2},\qquad A=\frac{1}{2N_A}\left(\frac{3}{4\pi Cl^2}\right)^{3/2}. \tag{3}$$

The coil radius grows as $n^{1/2}$ and its volume as $n^{3/2}$, so the density of one end at the other falls as $n^{-3/2}$. The remaining $n^{-1}$ is the counting factor.

## Numbers for a melt

Take $l=0.16$ nm and $C=6$. For $n=10$,

$$\langle r_{10}^2\rangle=2\times10\times6\times(0.16\ \text{nm})^2=3.07\ \text{nm}^2,$$

$$P_{10}(0)=\left(\frac{3}{2\pi\times3.072\ \text{nm}^2}\right)^{3/2}=0.0613\ \text{nm}^{-3}.$$

Since 1 nm$^{-3}$ is $10^{24}$ per litre,

$$K_{10}=\frac{0.06127\times10^{24}\ \text{L}^{-1}}{20\,N_A}=5.09\times10^{-3}\ \text{mol/L}.$$

The amplitude is $A=1.61$ mol/L. At $n=100$ the constant has fallen to $1.61\times10^{-5}$ mol/L, which is $A/10^5$.

## What stiffness changes

A real chain resists bending, so its short pieces are not Gaussian. In addition, the last and first bonds of a ring must meet at an acceptable angle, which (2) ignores. Both effects can be included in a model with one bending law for all joints.

Let $T(\mathbf u,\mathbf u')$ be the probability density of direction $\mathbf u$ after direction $\mathbf u'$. An open chain of $2y$ bonds has $2y-1$ joints and a ring has $2n$, so the number of joints is also the same on both sides: $2(y-n)-1+2n=2y-1$. In (2), $P_n(0)$ is then replaced by an integral over closed sequences with $T$ at every joint, the closing one included. Writing the delta function as a Fourier integral turns this into a trace:

$$Q_n=\int\frac{d^3k}{(2\pi)^3}\,\mathrm{Tr}\big[(e^{il\mathbf k\cdot\mathbf u}\,T)^{2n}\big]. \tag{4}$$

For large $n$ the eigenvalue $\mu(k)$ of largest modulus dominates at the small $k$ that matter. Reversing $\mathbf k$ leaves it unchanged, so it has an expansion in even powers:

$$\ln\mu=-\tfrac16Cl^2k^2-q\,l^4k^4+\dots$$

The first coefficient follows from the open chain. Its characteristic function is $1-k^2\langle r^2\rangle/6+\dots$, and each added bond multiplies it by $\mu$ and raises $\langle r^2\rangle$ by $Cl^2$. The number $q$ depends on the bending law.

Raise $\mu$ to the power $2n$ and expand the quartic term. The Gaussian factor $e^{-nCl^2k^2/3}$ gives each component of $\mathbf k$ the variance $s=3/(2nCl^2)$. Its integral is

$$\frac{(2\pi s)^{3/2}}{(2\pi)^3}=\left(\frac{s}{2\pi}\right)^{3/2}=\left(\frac{3}{4\pi nCl^2}\right)^{3/2},$$

which is the Gaussian $P_n(0)$. The fourth moment has three terms $\langle k_x^4\rangle=3s^2$ and six terms $\langle k_x^2\rangle\langle k_y^2\rangle=s^2$, so $\langle k^4\rangle=15s^2$. Thus

$$\frac{Q_n}{P_n(0)}=1-2nq\,l^4\cdot15\,\frac{9}{4n^2C^2l^4}+\dots=1-\frac{135\,q}{2C^2n}+\dots \tag{5}$$

The correction relative to the Gaussian law vanishes as $1/n$. Both the exponent and the amplitude in (3) are therefore correct in the limit of large rings.

**Freely jointed bonds.** Here $T=1/(4\pi)$, $C=1$, and averaging the phase over directions gives $\mu=\sin(kl)/(kl)$. With $x=kl$,

$$\ln\mu=\ln\Big(1-\frac{x^2}{6}+\frac{x^4}{120}-\dots\Big)=-\frac{x^2}{6}+\frac{x^4}{120}-\frac{x^4}{72}+\dots=-\frac{x^2}{6}-\frac{x^4}{180}+\dots$$

So $q=1/180$, and (5) becomes $1-3/(8n)$. For $n=10$ the correction is about 4% of the Gaussian value.

**A stiff chain with $C=6$.** This requires $c=(C-1)/(C+1)=5/7$. With $T\propto e^{\kappa\,\mathbf u\cdot\mathbf u'}$ the bending parameter is $\kappa=3.48$. Numerical evaluation of (4) gives these ratios to the Gaussian constant:

| $n$ | 4 | 10 | 20 | 40 | 160 | 640 |
|---|---|---|---|---|---|---|
| ratio | 0.13 | 0.61 | 0.80 | 0.90 | 0.975 | 0.994 |

From $n=10$ upward the values follow $1-4/n$ closely, in agreement with the form of (5). The coefficient is about ten times that of the freely jointed chain. At $n=4$ the first-order formula would give nearly zero, so higher terms matter there.

The apparent exponent changes as well. Between $n=10$ and 20 it is $-2.10$, between 40 and 80 it is $-2.42$, and between 320 and 640 it is $-2.49$. In this model the power law is a statement about large rings, and a slope fitted to small ones is too shallow.

## From constants to concentrations

The exchange chain$(y)$ + chain$(z)$ $\rightleftharpoons$ chain$(y+1)$ + chain$(z-1)$ changes neither the number of bonds nor the number of ends. Since $Z_yZ_z=Z_{y+1}Z_{z-1}$ and all chains have $\sigma=2$, its equilibrium constant is 1:

$$\frac{[\text{chain}(y+1)]}{[\text{chain}(y)]}=\frac{[\text{chain}(z)]}{[\text{chain}(z-1)]}.$$

The left side depends on $y$ and the right side on $z$, so both equal one constant $p<1$. Hence $[\text{chain}(y)]=Bp^y$, and the definition of $K_n$ gives

$$[\text{ring}(n)]=K_n\,\frac{Bp^y}{Bp^{y-n}}=K_np^n. \tag{6}$$

Ring concentrations thus follow $n^{-5/2}$ only while $p^n\approx1$, that is, for $n(1-p)\ll1$.

Let $E$ be the total concentration of chains. It is taken as fixed. In practice this requires inert end groups such as trimethylsilyl, since silanol ends can condense and release water. Then $E=\sum_{y\ge1}Bp^y=Bp/(1-p)$. The units in chains amount to $\sum_{y\ge1}yBp^y=Bp/(1-p)^2=E/(1-p)$, so the mean chain length is $1/(1-p)$. The total concentration of units is

$$c_{\text{tot}}=A\sum_{n\ge n_0}n^{-3/2}p^n+\frac{E}{1-p}, \tag{7}$$

where $n_0$ is the smallest ring admitted.

For $c_{\text{tot}}=13$ mol/L, $E=0.10$ mol/L and $n_0=4$, the solution is $p=0.9915$, with a mean chain length of 118 units. Rings hold 1.24 mol/L of units, or 9.5% of the total. The ten-unit ring has the concentration $5.09\times10^{-3}\times p^{10}=4.67\times10^{-3}$ mol/L.

The factor $p^n$ was tested without assuming a value of $p$. The test sums over all ways to divide 5200 units, in the volume that gives 13 mol/L, among rings and 40 chains. At $n=50$ this finite system gives the factor 0.6578, against $p^{50}=0.6525$ from (7). The difference is 0.8% of the latter, within the order of $1/40$ expected for so few chains.

## Saturation of the rings

As $p\to1$ the ring sum in (7) stays finite, because $\sum n^{-3/2}$ converges. With the Gaussian constants, the rings can hold at most

$$c_{\text{sat}}=A\sum_{n\ge4}n^{-3/2}=1.72\ \text{mol/L}$$

of units. Consider now very few chain ends, $E\to0$, with $A$ held fixed.

If $c_{\text{tot}}<c_{\text{sat}}$, the ring sum alone can satisfy (7) with some $p<1$, and the chain term $E/(1-p)$ vanishes. Nearly everything is cyclic. With $E=10^{-4}$ mol/L and $c_{\text{tot}}=0.5\,c_{\text{sat}}$, the ring fraction is 0.997.

If $c_{\text{tot}}>c_{\text{sat}}$, the rings are full and the excess must go into long chains, with $1-p\approx E/(c_{\text{tot}}-c_{\text{sat}})$. At $c_{\text{tot}}=2c_{\text{sat}}$ the limiting ring fraction is one half, whereas the computed value is 0.488. The gap arises because $p$ is still slightly below 1. With $\varepsilon=-\ln p\approx1-p$, the missing ring units are, to leading order,

$$A\int_0^\infty x^{-3/2}(1-e^{-\varepsilon x})\,dx=2A\varepsilon\int_0^\infty x^{-1/2}e^{-\varepsilon x}dx=2A\sqrt{\pi\varepsilon},$$

where the first step is an integration by parts whose boundary terms vanish. With $\varepsilon\approx10^{-4}/1.72$ this is 0.043 mol/L, or 0.013 of the total, which accounts for the gap.

## The real material

The values of $l$, $C$ and $c_{\text{tot}}$ are rough typical figures for linear dimethylsiloxane liquids, which are chemical relatives of organosilicate precursors. The result is sensitive to the assumption of Gaussian statistics for small rings. With the stiff-chain constants, and with $c_{\text{tot}}$, $E$ and $n_0$ unchanged, the ring content drops from 9.5% to 5.3%. The small rings weigh heavily in the sum, and there the Gaussian law is least reliable. In that model the saturation concentration $c_{\text{sat}}$ is lower too, since its ratios are below 1. The size of this shift, and for the smallest rings even its sign, depends on the bending law, so it shows the sensitivity of the sum and is not a correction for the real liquid. Measured undiluted dimethylsiloxane equilibrates hold more than 10% of their weight as rings, mostly of four and five units, whose constants lie above the Gaussian values of (3) rather than below them. The stiff model is no prediction for a particular small ring or for the total ring content, because a real siloxane backbone has two different bond angles and preferred torsions.

Other departures can be sized from (3). For large rings, a 10% increase of $\langle r_n^2\rangle$ with temperature multiplies $K_n$ by $1.1^{-3/2}=0.87$. If the increase comes from greater chain stiffness, small rings lose more, because their ratio to the Gaussian constant falls as well. A strain energy $\Delta$ per mole of rings multiplies $K_n$ by $e^{-\Delta/RT}$, so at 400 K a strain of $RT\ln2=2.3$ kJ/mol halves it.

In a dilute good solvent, excluded volume changes the chain statistics and the exponent $-5/2$ no longer follows, nor does the value of $c_{\text{sat}}$ given here. Units with three or four Si-O links, which build the networks of solid organosilicate films, also lie outside this theory of chains and simple rings. The numerical output lists the computed values.

## Table of computed values

```
Si-O bond length, rough input: 0.16 nm
characteristic ratio C, rough input: 6.0
total unit concentration, rough input: 13.0 mol/L
chain concentration, chosen: 0.10 mol/L
temperature, chosen: 400 K
smallest ring allowed: 4 units
graphs with one 2-unit ring: 10800
graphs with one 3-unit ring: 7200
graphs with one 4-unit ring: 5400
graphs with two 2-unit rings: 1350
graphs with one 5-unit chain: 43200
<r^2> for n=10: 3.072 nm^2
P_n(0) for n=10: 0.06127 nm^-3
amplitude A: 1.6088 mol/L
K_n for n=10: 5.0874e-03 mol/L
K_n for n=20: 8.9934e-04 mol/L
K_n for n=40: 1.5898e-04 mol/L
K_n for n=100: 1.6088e-05 mol/L
K_20/K_10: 0.17678
equilibrium p: 0.991497
mean chain length: 117.6 units
[ring] for n=10: 4.6710e-03 mol/L
units in rings: 1.2397 mol/L
fraction of units in rings: 0.0954
saturation of ring units c_sat: 1.7156 mol/L
p^50 from material balance: 0.6525
same factor, finite canonical ensemble: 0.6578
few-ends test, chain concentration: 1.0e-04 mol/L
ring fraction at 0.5 c_sat, few ends: 0.9966
ring fraction at 2 c_sat, few ends: 0.4876
mean bond cosine in stiff chain: 0.7143
bending parameter kappa: 3.4767
stiff/Gaussian K_n, n=4: 0.1306
stiff/Gaussian K_n, n=10: 0.6080
stiff/Gaussian K_n, n=20: 0.8019
stiff/Gaussian K_n, n=40: 0.9008
stiff/Gaussian K_n, n=160: 0.9752
stiff/Gaussian K_n, n=320: 0.9876
stiff/Gaussian K_n, n=640: 0.9938
stiff exponent, n=10 to 20: -2.1006
stiff exponent, n=40 to 80: -2.4227
stiff exponent, n=320 to 640: -2.4910
units in rings, stiff model: 0.6860 mol/L
ring fraction, stiff model: 0.0528
K_n factor for 10% larger <r^2>: 0.8668
strain energy that halves K_n: 2.305 kJ/mol
```
